# Free-Energy Attraction Between Two Classical Thermal Drude Oscillators

A Drude oscillator is a simple model of a polarizable site: a charge $q$ of mass $m$ is tied by an isotropic spring of constant $\kappa$ to a fixed charge $-q$. Two such sites, with no net charge and no permanent dipole, have their fixed charges a distance $R$ apart. Both oscillators are classical and in equilibrium at temperature $T$. The problem is to find the free energy that their coupling produces, to see what it depends on, and to decide where it applies.

Gaussian units are used. A static field $\mathbf E$ displaces the charge by $q\mathbf E/\kappa$ and so induces the dipole $(q^2/\kappa)\mathbf E$. The polarizability volume is therefore
$$\alpha=\frac{q^2}{\kappa}=\frac{q^2}{m\omega_0^2},\qquad \omega_0=\sqrt{\kappa/m}.$$
The zero of free energy is at infinite separation, and $\alpha$ does not depend on temperature.

## (a) The coupling energy

**Find the interaction for displacements much smaller than $R$, and its principal values.**

Let $\mathbf d_1,\mathbf d_2$ be the displacements, $\mathbf R=R\,\mathbf n$ the vector from site 1 to site 2, and $f(\mathbf s)=1/|\mathbf R+\mathbf s|$. The four Coulomb terms between the sites are
$$V=q^2\left[f(0)-f(\mathbf d_2)-f(-\mathbf d_1)+f(\mathbf d_2-\mathbf d_1)\right].$$
Expand in the displacements. The constants cancel, and so do the linear terms, since $-\mathbf d_2+\mathbf d_1+(\mathbf d_2-\mathbf d_1)=0$. With $\mathsf D=\nabla\nabla(1/R)$, the quadratic terms are
$$\frac{q^2}{2}\left[(\mathbf d_2-\mathbf d_1)\cdot\mathsf D\cdot(\mathbf d_2-\mathbf d_1)-\mathbf d_2\cdot\mathsf D\cdot\mathbf d_2-\mathbf d_1\cdot\mathsf D\cdot\mathbf d_1\right]=-q^2\,\mathbf d_1\cdot\mathsf D\cdot\mathbf d_2 .$$
With $\mathbf p_i=q\mathbf d_i$ this is
$$V=-\mathbf p_1\cdot\mathsf D\cdot\mathbf p_2,\qquad \mathsf D=\frac{3\mathbf n\mathbf n-\mathsf 1}{R^3}.$$
The eigenvalues of $\mathsf D$ are $t=2/R^3$ along $\mathbf n$ and $t=-1/R^3$ for each of the two transverse directions. The spring energy is $\kappa d_i^2/2=p_i^2/(2\alpha)$, so the whole potential energy is
$$U=\frac{p_1^2+p_2^2}{2\alpha}-\mathbf p_1\cdot\mathsf D\cdot\mathbf p_2 .$$

## (b) The free energy

**Find $F(R)$ for this $U$, its leading term at large $R$, and its dependence on the frequency.**

The classical partition function is an integral of $e^{-H/k_BT}$ over momenta and displacements. The kinetic energy does not contain $R$, so the momentum integrals, which carry the masses, cancel in the ratio to infinite separation. The factors from $\mathbf d_i=\mathbf p_i/q$ cancel too.

In the principal axes the remaining integral is a product of three. For one axis set $p_1=\sqrt{\alpha k_BT}\,x$ and $p_2=\sqrt{\alpha k_BT}\,y$, which gives
$$I(t)=\int\!\!\int e^{-(x^2+y^2)/2+\alpha t\,xy}\,dx\,dy .$$
Rotate to $s=(x+y)/\sqrt2$ and $d=(x-y)/\sqrt2$. Then $x^2+y^2=s^2+d^2$ and $xy=(s^2-d^2)/2$, so
$$I(t)=\int e^{-(1-\alpha t)s^2/2}\,ds\int e^{-(1+\alpha t)d^2/2}\,dd=\frac{2\pi}{\sqrt{1-\alpha^2t^2}} .$$
Both integrals converge if $|\alpha t|<1$. The largest $|t|$ is $2/R^3$, so the condition is $R^3>2\alpha$. At smaller $R$ the harmonic model has no equilibrium.

With $a=\alpha/R^3$ and $F=-k_BT\sum_t\ln[I(t)/I(0)]$,
$$F(R)=\frac{k_BT}{2}\left[\ln(1-4a^2)+2\ln(1-a^2)\right].$$
Now use $\ln(1-u)=-u-u^2/2-\dots$. The terms in $a^2$ sum to $-(4+2)a^2$, and those in $a^4$ to $-(16+2)a^4/2=-9a^4$. Half of each gives
$$F=-\frac{3k_BT\alpha^2}{R^6}\left[1+\frac32\frac{\alpha^2}{R^6}+\dots\right].$$

The attraction depends on the oscillators through $\alpha$ alone. At fixed $\alpha$ neither mass nor frequency matters. If instead $q$ and $m$ are held fixed, $\alpha\propto\omega_0^{-2}$ and the leading attraction varies as $\omega_0^{-4}$. For unlike sites, scaling each dipole by its own $\sqrt{\alpha_i k_BT}$ replaces $\alpha t$ by $\sqrt{\alpha_1\alpha_2}\,t$, and the leading term becomes $-3k_BT\alpha_1\alpha_2/R^6$.

At the strong coupling $a=0.1$, direct integration of the six-dimensional Boltzmann factor gives $F/k_BT=-0.030461$, as does the closed form. The normal-mode frequencies give the same value for equal oscillators and for a pair whose springs differ by a factor of 50 and whose masses differ by a factor of 15.

## (c) The origin of the factor $T$

**Recover the leading term from the thermal fluctuations of the uncoupled dipoles.**

Let $\langle\dots\rangle_0$ be the average without coupling. Then $F=-k_BT\ln\langle e^{-V/k_BT}\rangle_0$. The dipoles are independent with zero mean, so $\langle V\rangle_0=0$, and to second order
$$F\simeq-\frac{\langle V^2\rangle_0}{2k_BT}.$$
Equipartition gives $\langle p_ip_j\rangle_0=\alpha k_BT\,\delta_{ij}$ on each site, that is, $\langle p^2\rangle_0=3\alpha k_BT$. Hence
$$\langle V^2\rangle_0=(\alpha k_BT)^2\,\mathrm{Tr}\,\mathsf D^2=(\alpha k_BT)^2\,\frac{4+1+1}{R^6},$$
and $F\simeq-3k_BT\alpha^2/R^6$ again. The squared coupling grows as $T^2$ because each mean-square dipole grows as $T$. Division by $k_BT$ leaves one power of $T$.

## (d) Energy, entropy and force

**Is the attraction energetic or entropic? Find the mean force.**

The free energy has the form $F=k_BT\,g(R)$ with $g$ independent of $T$. The interaction entropy is $S=-\partial F/\partial T=-k_Bg$, and the interaction energy is $F+TS=0$. In this classical model the attraction is thus wholly entropic.

The zero is a balance of two parts. Multiply $V$ by a parameter $\lambda$, which replaces $a$ by $\lambda a$. Since $\langle V\rangle=dF/d\lambda$ at $\lambda=1$,
$$\langle V\rangle=-k_BT\sum_t\frac{\alpha^2t^2}{1-\alpha^2t^2}\simeq-6k_BTa^2 .$$
The coupling energy falls by $6k_BTa^2$ to leading order, and the spring energy rises by the same amount because the dipoles become larger. The entropy rises because coupling softens one combination of the dipoles ($1-\alpha|t|$) and stiffens the other ($1+\alpha|t|$). The product of the two factors is below one, so the accessible volume grows.

The mean radial force at fixed $T$ is
$$-\frac{dF}{dR}\simeq-\frac{18k_BT\alpha^2}{R^7},$$
where the minus sign means attraction.

## (e) Quantum oscillators

**For equal oscillators, find the leading free energy when their motion is quantized, and the condition for the classical law.**

For each axis the combinations $s$ and $d$ are normal modes with frequencies $\omega_0\sqrt{1\mp\alpha t}$. Let $x=\hbar\omega_0/(2k_BT)$. A mode of frequency $\omega_0\sqrt{1+u}$ has the free energy
$$\phi(u)=k_BT\ln\left[2\sinh\left(x\sqrt{1+u}\right)\right].$$
Its derivatives are
$$\phi'(u)=\frac{k_BT\,x}{2}\,\frac{\coth(x\sqrt{1+u})}{\sqrt{1+u}},\qquad
\phi''(0)=-\frac{k_BT\,x}{4}\left[\coth x+\frac{x}{\sinh^2x}\right].$$
Each axis contributes $\phi(\alpha t)+\phi(-\alpha t)-2\phi(0)\simeq\alpha^2t^2\phi''(0)$. Since $\sum_t\alpha^2t^2=6a^2$ and $k_BTx=\hbar\omega_0/2$,
$$F_{\rm q}\simeq-\frac34\,\hbar\omega_0\,\frac{\alpha^2}{R^6}\left[\coth x+\frac{x}{\sinh^2x}\right].$$
Its ratio to the leading classical term is
$$r(x)=\frac x2\left[\coth x+\frac{x}{\sinh^2x}\right].$$
For small $x$, $\coth x=1/x+x/3-x^3/45+\dots$. Differentiation with a change of sign gives $1/\sinh^2x=1/x^2-1/3+x^2/15+\dots$. The terms in $x$ cancel in the bracket, leaving $2/x+2x^3/45$, so
$$r(x)=1+\frac{x^4}{45}+\dots$$
The classical law therefore holds for $\hbar\omega_0\ll k_BT$, with a correction that starts only at fourth order. At 300 K, $r$ reaches 1.01 at $\hbar\omega_0=0.044$ eV.

In the cold limit the bracket tends to one and $F_{\rm q}\to-\tfrac34\hbar\omega_0\alpha^2/R^6$. This is the London attraction, which at fixed $\alpha$ is proportional to the frequency and independent of temperature. It rests on the instantaneous Coulomb coupling of part (a). Retardation is neglected, which requires $R\ll c/\omega_0$, where $c$ is the speed of light (about 20 nm for a quantum of 10 eV). Retardation weakens only the quantum excess over the classical term, which is a static contribution and is not retarded. Hence for $R\gg\hbar c/k_BT$, a length of about 8 μm at 300 K, the law $-3k_BT\alpha^2/R^6$ returns whatever the frequency.

## (f) Finite spring length and a third site

**Estimate the leading correction for real point charges, and the leading non-additive term for three equal sites at the corners of an equilateral triangle.**

*Spring length.* Let $\sigma^2=k_BT/\kappa$ be the variance of each displacement component, and $\mathsf G=\nabla\nabla\nabla(1/R)$. The cubic terms in the expansion of part (a) are
$$V_3=\frac{q^2}{2}\,G_{ijk}\left(d_{1i}d_{1j}d_{2k}-d_{1i}d_{2j}d_{2k}\right).$$
The two terms are uncorrelated, because their product is odd in each displacement. In the square of either one, Gaussian pairings inside one $\mathsf G$ vanish, since $1/R$ is harmonic, and two pairings between different $\mathsf G$'s remain. Each term thus gives $(q^4/4)\,2\sigma^6G_{ijk}G_{ijk}$, and together
$$\langle V_3^2\rangle_0=q^4\sigma^6\,G_{ijk}G_{ijk}.$$
Because each $D_{ij}$ is harmonic, $\nabla^2(D_{ij}D_{ij})=2G_{ijk}G_{ijk}$. With $D_{ij}D_{ij}=6/R^6$ and $\nabla^2R^{-6}=30R^{-8}$, the sum is $G_{ijk}G_{ijk}=90/R^8$.

The dipole term has $\langle V^2\rangle_0=6q^4\sigma^4/R^6$. The averages of the cubic and quartic terms themselves, and of their products with $V$, vanish by parity or because $1/R$ is harmonic. The leading $F$ is therefore multiplied by
$$1+\frac{15k_BT}{\kappa R^2}.$$
Bare opposite charges attract without limit at contact, so the full classical integral diverges, and the correction refers only to displacements much smaller than $R$. Gauss–Hermite quadrature with four bare charges, whose points all lie in this range, gives 15.02 for the coefficient at weak coupling ($a=10^{-4}$, $\sigma^2/R^2=10^{-4}$).

*Third site.* For several sites the Gaussian integral gives $F=(k_BT/2)\ln\det(\mathsf 1-\alpha\mathsf M)$, where $\mathsf M$ has the tensors $\mathsf D_{ij}$ as off-diagonal blocks. Since $\ln\det(\mathsf 1-\alpha\mathsf M)=-\sum_n\alpha^n\mathrm{Tr}\,\mathsf M^n/n$, the cubic term is $-(k_BT/6)\alpha^3\,\mathrm{Tr}\,\mathsf M^3$. Six closed walks visit all three sites (three starting points, two senses), and each contributes $\mathrm{Tr}(\mathsf D_{12}\mathsf D_{23}\mathsf D_{31})$. Taken around the triangle, successive unit vectors have scalar product $-\tfrac12$, so
$$R^9\,\mathrm{Tr}(\mathsf D_{12}\mathsf D_{23}\mathsf D_{31})=27\left(-\tfrac18\right)-9\left(\tfrac34\right)+9-3=-\tfrac{33}{8}.$$
The three-body term is $+\tfrac{33}{8}k_BTa^3$. It is repulsive and weakens the attraction of the three pairs.

## (g) Drude particles in a molecular simulation

**Some polarizable molecular-dynamics models represent electronic polarization by classical Drude particles. Take $\alpha=0.0015$ nm³, $R=0.40$ nm, $\kappa=4300$ eV/nm², a Drude mass of 0.4 u and $T=300$ K. What attraction appears if the Drude particles share the temperature of the atoms, and what does it mean?**

The coupling parameter is $a=0.0015/0.40^3=0.02344$, and $k_BT=0.02585$ eV. Hence
$$F\simeq-3(0.02585\ \text{eV})(0.02344)^2=-42.6\ \mu\text{eV},$$
or $-4.1$ J/mol. The stability limit $(2\alpha)^{1/3}=0.144$ nm is far below $R$. The leading force is $-639$ μeV/nm. The coupling energy is $-85.3$ μeV and the springs take up $+85.3$ μeV, so the whole attraction comes from $TS=42.6$ μeV. At other distances and the same temperature the leading term is $-239$ μeV at 0.30 nm and $-3.7$ μeV at 0.60 nm, a factor of $2^6$.

The corrections within the classical model are small here:

- Higher orders in $a$ strengthen the leading term by 0.08%.
- The four-charge energy is 0.05% stronger than the closed dipole form. The formula of part (f) gives $15(0.02585)/(4300\times0.16)=0.06\%$. The coefficient 15 is the limit $a\to0$; a cross term of order $a\,k_BT/(\kappa R^2)$ lowers it to about 13.8 at this $a$, which accounts for the difference.
- If a third site completes an equilateral triangle of the same spacing, the three-body term is $+1.25$ μeV by the full determinant, which weakens the summed attraction of the three pairs by 1.0%. The cubic term alone would give 1.37 μeV, so higher orders already matter for this small term.

The parameters are round values in the range used for such simulations. They imply a Drude charge of magnitude 2.1 $e$, an rms displacement of 0.004 nm and a period of 6.2 fs. Real electrons do not satisfy the assumption of classical motion. For a rough electronic quantum of 10 eV, part (e) gives about $-4$ meV at the same $\alpha$ and $R$, roughly 100 times the classical value. This fixes only the order of magnitude, since the effective quantum that reproduces the dispersion of a real molecule can be about twice as large. The thermal attraction is therefore no substitute for electronic dispersion. In a simulation that already includes dispersion through a separate pair potential, it is a spurious addition of about 1% of this London estimate.

Even the model oscillator itself, with $\hbar\omega_0=0.67$ eV, would attract 6.5 times as strongly if it were quantized. The simulation nevertheless follows the classical law, because it integrates classical equations of motion, provided the time step is small against the 6.2 fs period. At a step of 1 fs, where $\omega_0\Delta t\approx1$, the result depends on the integrator, and a velocity-Verlet Langevin scheme can weaken the attraction by about 12%.

The factor $T$ offers a remedy. If the Drude particles are held at 1 K while the atoms stay at 300 K, the attraction falls to $-0.14$ μeV. This use of the formula requires the Drude motion to be fast compared with the atomic motion, so that the atoms feel the mean force of a cold, equilibrated oscillator. The value is an ideal limit: fast bond vibrations drag the Drude particles along and heat them, which can leave a residual attraction several times larger. The polarization response is not lost. A static field adds $-\mathbf p\cdot\mathbf E$ to $U$, and completing the square shifts the mean dipoles by an amount independent of $T$, while the determinant that produces the thermal attraction is unchanged.

Short-range repulsion and the damping of dipole coupling at close approach are left out of these estimates. The full set of values is in the numerical output below, where the spring constant $\kappa$ is written k.

## Values computed for the example and the checks

```
TESTS
a = 0.1, F/kT by quadrature: -0.03046133
a = 0.1, F/kT by closed form: -0.03046133
a = 0.1, F/kT from modes, equal oscillators: -0.03046133
a = 0.1, F/kT from modes, unlike A oscillators: -0.03046133
a = 0.1, F/kT from modes, unlike B oscillators: -0.03046133
a = 0.02, F/(kT a^2) by quadrature: -3.00180
a = 0.02, coefficient of a^2 in the correction: 1.5015
finite-length coefficient of kT/(k R^2): 15.019
force R/(kT a^2), four charges: -18.036
45 times the coefficient of x^4 at x = 0.3: 0.983
three-body coefficient of kT a^3: 4.108
EXAMPLE INPUTS
polarizability volume: 0.0015 nm^3
distance: 0.40 nm
spring constant: 4300 eV/nm^2
Drude mass: 0.4 u
temperature: 300 K
cold Drude temperature: 1 K
rough electronic quantum: 10 eV
EXAMPLE RESULTS
kT: 0.02585 eV
Drude charge: 2.116 e
Drude period: 6.17 fs
rms Drude displacement: 0.00425 nm
a = alpha/R^3: 0.023437
stability limit (2 alpha)^(1/3): 0.1442 nm
leading free energy: -42.603 micro-eV
leading free energy: -4.111 J/mol
closed-form free energy: -42.638 micro-eV
four-charge free energy: -42.660 micro-eV
mean coupling energy: -85.346 micro-eV
rise of spring energy: 85.346 micro-eV
T times entropy gain: 42.638 micro-eV
leading radial force: -639.0 micro-eV/nm
four-charge radial force: -640.5 micro-eV/nm
leading free energy, cold Drude: -0.1420 micro-eV
R = 0.30 nm: leading -239.370, closed -240.487 micro-eV
R = 0.50 nm: leading -11.168, closed -11.170 micro-eV
R = 0.60 nm: leading -3.740, closed -3.740 micro-eV
NEGLECTED EFFECTS
higher orders in a: 0.0825 %
finite length, four charges/closed: 0.0517 %
triangle, three-body term: 1.248 micro-eV
three-body/sum of pairs: -0.976 %
Drude quantum hbar omega0: 0.6703 eV
quantum/classical, same Drude oscillator: 6.483
quantum free energy, electronic: -4119.9 micro-eV
quantum/classical, electronic: 96.70
classical law within 1 % up to hbar omega0: 0.0438 eV
```
